\section*{Polarizability of a jellium sphere and the spill-out length of sodium clusters}

\section{A sphere that is too polarizable}

Take 20 electrons in a uniform, positively charged sphere of radius $R=5.70$ Å, at a density close to that of sodium's valence electrons. A classical conducting sphere of this radius has polarizability volume $R^3=185$ Å$^3$. A quantum calculation in the local-density approximation (LDA) gives 253 Å$^3$, which is 37 percent more. What makes the small metal sphere respond as if it were larger?

For a quick answer, recall the classical result. In a field $E$ along $z$ the applied potential is $-Er\cos\theta$, and a dipole $p$ adds $p\cos\theta/(4\pi\varepsilon_0r^2)$. On a conducting surface at $r=R$ the two must cancel:
\begin{equation}
\frac{p}{4\pi\varepsilon_0R^2}=ER
\quad\Rightarrow\quad
\frac{\alpha}{4\pi\varepsilon_0}=\frac{p}{4\pi\varepsilon_0E}=R^3 .
\end{equation}
Electrons, however, spill beyond the edge of the positive background. If the screening charge sits at $R+\delta$, the same argument gives
\begin{equation}
\frac{\alpha}{4\pi\varepsilon_0}=(R+\delta)^3 .
\label{eq:def}
\end{equation}
For the 20-electron sphere, $R+\delta=(253.2)^{1/3}=6.33$ Å, so $\delta=0.63$ Å.

Any polarizability can be written in the form (\ref{eq:def}) with a suitable $\delta$. The form says something physical only if $\delta$ is tied to charge outside the edge and varies little with size. The first property can be proved. The second holds approximately.

\section{Where the extra polarizability comes from}

The model is a fixed background of number density $n_+=3N/(4\pi R^3)$ inside $R=r_sN^{1/3}$, with $N$ electrons of charge $-e$ in closed shells, so that the undisturbed density $n_0(r)$ is spherical. The response is taken to first order in a static field. The induced charge density is then $\rho_1(r)\cos\theta$, and I use
\begin{equation}
g(r)=\frac{\rho_1(r)}{3\varepsilon_0E},
\end{equation}
which has the dimension of an inverse length.

\subsection*{Dipole and potential}

Since $\int\cos^2\theta\,d\Omega=4\pi/3$, the dipole is
\begin{equation}
p=\int r\cos\theta\,\rho_1\cos\theta\,d^3r=\frac{4\pi}{3}\int_0^\infty\rho_1r^3dr
\;\Rightarrow\;
\frac{\alpha}{4\pi\varepsilon_0}=\int_0^\infty g\,r^3dr .
\label{eq:dip}
\end{equation}
The induced potential $\phi_1(r)\cos\theta$ obeys $\phi_1''+2\phi_1'/r-2\phi_1/r^2=-\rho_1/\varepsilon_0$. Its solution, regular at the origin and vanishing at infinity, is
\begin{equation}
\phi_1(r)=E\left[\frac{A(r)}{r^2}+rB(r)\right],\quad
A=\int_0^r g\,s^3ds,\quad B=\int_r^\infty g\,ds .
\label{eq:phi}
\end{equation}
To verify this, use $A'=gr^3$ and $B'=-g$. The terms in $g$ cancel in the first derivative, so $\phi_1'/E=-2A/r^3+B$ and $\phi_1''/E=6A/r^4-3g$. On the left side of the equation the terms in $A$ and $B$ cancel, leaving $-3Eg=-\rho_1/\varepsilon_0$.

\subsection*{Force balance fixes the potential at the edge}

An electron has energy $V_+(r)+eEz$ in the background and the applied field. In a stationary state the mean total momentum is constant, so the total force on the electrons vanishes. Their mutual forces cancel in pairs. The same holds in LDA: the Hartree forces cancel, and the exchange-correlation force density $-n\,\nabla v_{xc}(n)$ is the gradient of a function of $n$, which integrates to zero. The background must therefore pull the electrons with force $+NeE$ to balance the applied force $-NeE$.

By Newton's third law the electrons exert the force $-NeE$ on the background. The background has charge $Ne$, spread uniformly over the ball, so the field of the electrons averaged over the ball is $-E$. The undisturbed, spherical density contributes nothing to this average. For the induced part, the volume integral of a gradient becomes a surface integral:
\begin{equation}
-E=-\frac{3}{4\pi R^3}\oint\phi_1(R)\cos\theta\,\cos\theta\,R^2d\Omega
=-\frac{\phi_1(R)}{R}.
\end{equation}
Hence $\phi_1(R)=ER$. The total dipolar potential, $\phi_1(r)-Er$, vanishes at the background edge, as on a classical conductor, although the quantum sphere has no sharp surface there.

This does not require a field-free interior. In the computed spheres the field at the centre ranges from $-0.77E$ to $0.61E$, while the potential at the edge is zero to within $10^{-4}ER$.

\subsection*{The excess over $R^3$}

Inserting $\phi_1(R)=ER$ into (\ref{eq:phi}) and multiplying by $R^2/E$ gives
\begin{equation}
\int_0^R g\,r^3dr=R^3-R^3\int_R^\infty g\,dr .
\label{eq:inner}
\end{equation}
Now split the integral in (\ref{eq:dip}) at $R$ and replace its inner part:
\begin{equation}
\boxed{\;(R+\delta)^3=\frac{\alpha}{4\pi\varepsilon_0}
=R^3+\int_R^\infty(r^3-R^3)\,g(r)\,dr\;}
\label{eq:main}
\end{equation}
Within this model and linear response, the whole excess comes from induced charge outside the background edge. If there is none, the classical value returns, whatever the charge does inside.

\subsection*{What $\delta$ measures}

Let $x=r-R$ and $m_k=\int_R^\infty x^kg\,dr$. Because $r^3-R^3=3R^2x+3Rx^2+x^3$, equation (\ref{eq:main}) becomes
\begin{equation}
3R^2\delta+3R\delta^2+\delta^3=3R^2m_1+3Rm_2+m_3 .
\end{equation}
Divide by $3R^2$. To leading order $\delta=m_1$, and using this in the term $\delta^2/R$ gives
\begin{equation}
\delta=m_1+\frac{m_2-m_1^2}{R}+O(R^{-2}) .
\label{eq:series}
\end{equation}
For 92 electrons this expression, without the remainder, gives 0.587 Å, against 0.586 Å from $\alpha$ itself. The closeness is partly a cancellation: the omitted terms of order $R^{-2}$ are $-2m_1(m_2-m_1^2)/R^2$ and $(m_3-m_1^3)/(3R^2)$, and the first alone is about $-0.006$ Å here.

Suppose that for large $R$ the induced charge near the edge approaches the profile of a flat surface, and that the interior is screened, so that $\int_0^\infty g\,dr=1$. Then $m_1$, and with it $\delta$, tends to a constant set by the surface. Equation (\ref{eq:inner}) also gives $\int_0^R[1-(r/R)^3]g\,dr=0$, and if the inner induced charge is confined to $|x|\ll R$, then $1-(r/R)^3\approx-3x/R$ and this becomes $\int_{x<0}x\,g\,dx=0$. Under these assumptions the part inside the edge adds nothing to the first moment, and $\delta$ is the centroid of the induced charge, measured from the edge. The condition is strict. If $\int_0^\infty g\,dr$ differs from 1, the same steps give $\int_{x<0}x\,g\,dx=(R/3)(1-\int_0^\infty g\,dr)$, so the difference must fall off faster than $1/R$. This limit is not tested here. By (\ref{eq:phi}) the field at the centre is $E(1-\int_0^\infty g\,dr)$, so in the computed spheres $\int_0^\infty g\,dr$ lies between 0.39 and 1.77. The screening assumption does not hold for them, and their $\delta$ should not be read as a centroid.

\section{The static tail gives a lower bound}

It is tempting to read $\delta$ off the undisturbed density, which also extends beyond $R$. A variational argument shows what that yields. Shift the whole ground state rigidly by $u$ along $z$. The kinetic and mutual interaction energies do not change. The energy in the background rises by $\frac12ku^2$; there is no linear term, by symmetry. For a spherical density $\partial_z^2$ may be replaced by $\nabla^2/3$, and $\nabla^2V_+$ equals $e^2n_+/\varepsilon_0$ inside $R$ and zero outside. Therefore
\begin{equation}
k=\int n_0\,\partial_z^2V_+\,d^3r=\frac{e^2n_+N_{\rm in}}{3\varepsilon_0},
\end{equation}
where $N_{\rm in}=N-N_{\rm out}$ is the number of electrons inside $R$. The applied field adds $NeEu$. The sum $\frac12ku^2+NeEu$ is lowest at $u=-NeE/k$, where it equals $-N^2e^2E^2/(2k)$. The true second-order energy, $-\frac12\alpha E^2$, cannot lie higher, so
\begin{equation}
\alpha\ge\frac{N^2e^2}{k}=\frac{3\varepsilon_0N^2}{n_+N_{\rm in}}
=\frac{4\pi\varepsilon_0R^3}{1-N_{\rm out}/N} .
\label{eq:bound}
\end{equation}
The argument applies equally to the LDA energy, with the LDA density.

Any static spill-out thus raises $\alpha$ above the classical value. For 20 electrons $N_{\rm out}/N=0.148$, and the bound on $\delta$ is
\begin{equation}
5.70\left[(1-0.148)^{-1/3}-1\right]\ \text{Å}=0.31\ \text{Å},
\end{equation}
half of the actual 0.63 Å. The rest arises because the electron cloud does not merely shift but also deforms.

\section{Values for sodium}

\subsection*{Jellium spheres}

The density parameter is the round value $r_s=2.1$ Å. Self-consistent LDA response on a radial grid of spacing about 0.1 bohr, ending 16 bohr beyond $R$ (halving the spacing moves the polarizabilities by about 0.02 Å$^3$, and moving the outer wall to 24 bohr raises them by up to 0.1 Å$^3$), gives the following, where $\delta_{\rm rigid}$ is the lower bound that follows from (\ref{eq:bound}).

\begin{center}
\begin{tabular}{rrrrrr}
$N$ & $R$ (Å) & $R^3$ (Å$^3$) & $\alpha/4\pi\varepsilon_0$ (Å$^3$) & $\delta$ (Å) & $\delta_{\rm rigid}$ (Å)\\
\hline
8 & 4.20 & 74.1 & 106.5 & 0.54 & 0.30\\
20 & 5.70 & 185.2 & 253.2 & 0.63 & 0.31\\
40 & 7.18 & 370.4 & 490.7 & 0.71 & 0.32\\
58 & 8.13 & 537.1 & 656.3 & 0.56 & 0.28\\
92 & 9.48 & 852.0 & 1020.0 & 0.59 & 0.29
\end{tabular}
\end{center}

The mean is $\delta=0.60$ Å, or 1.14 bohr. With this single length, (\ref{eq:def}) reproduces all five polarizabilities to within 4.1 percent of the computed values, whereas $R^3$ falls short of them by 16.5 to 30.5 percent. The values of $\delta$ scatter between 0.54 and 0.71 Å without a steady trend. They support a roughly constant length but do not fix its large-$R$ limit. The closed shells $N=18$, 34 and 138 fit the same range, with $\delta=0.554$, 0.554 and 0.625 Å, but the smallest does not: $N=2$ has $\delta=0.47$ Å, and the mean length overestimates its polarizability by 13 percent. That the scatter reflects shell structure is a plausible conjecture, not tested here.

If the mean still holds at $R=50$ Å, the enhancement over $R^3$ is $(1+0.604/50)^3-1=3.7$ percent. It falls off as $3\delta/R$, the ratio of a surface effect to a volume.

\subsection*{A cluster of real atoms}

As a comparison with actual ions, take Na$_8$ as a tetrahedron with a further atom capping each face and all nearest-neighbour edges equal. The edge length was estimated in LDA with the LANL2DZ effective core potential and basis, from the vertex of a parabola through the energies at 3.4, 3.7 and 4.0 Å. This gave 3.72 Å, the value used below; with so wide a spacing its last digit is not an accurate location of the minimum. The polarizability volume is 151 Å$^3$, or $\alpha=1.68\times10^{-38}$ C m$^2$/V. Adding diffuse s and p functions and a d shell lowers it by about 0.7 Å$^3$. The treatment of the core matters far more: all-electron LDA in the 6-31G basis gives 129 Å$^3$ at the same edge length, and at its own minimum, near 3.43 Å, about 113 Å$^3$. The numbers below belong to the LANL2DZ model and are not converged LDA values for Na$_8$. With the jellium radius $R=4.20$ Å,
\begin{equation}
\delta=(151.2)^{1/3}\ \text{Å}-4.20\ \text{Å}=1.13\ \text{Å},
\end{equation}
about twice the jellium value for the same $N$. The all-electron value of 113 Å$^3$ gives only $\delta=0.63$ Å with the same radius.

Part of this may be a matter of size rather than spill-out, because the inversion assumes a radius that this cluster, with its single fitted edge length, need not have. An equivalent radius $R_{\rm eq}$ can be estimated by matching mean square radii. For edge length $d$ the inner atoms lie at squared distance $3d^2/8=5.19$ Å$^2$ from the centre. The caps lie $5/3$ times as far out, at 14.42 Å$^2$, and the mean is 9.80 Å$^2$. Spread each ion's charge over a ball of radius $R_{\rm eq}/8^{1/3}=R_{\rm eq}/2$, and equate the total to the mean square radius $\frac35R_{\rm eq}^2$ of a uniform ball:
\begin{equation}
\tfrac35R_{\rm eq}^2=9.80\ \text{Å}^2+\tfrac35\,\frac{R_{\rm eq}^2}{4}
\quad\Rightarrow\quad R_{\rm eq}=4.67\ \text{Å}.
\end{equation}
This leaves $\delta=5.33-4.67=0.66$ Å, within the range spanned by the five jellium spheres, though still 0.12 Å above the tabulated value for $N=8$. This agreement should not be read as showing that size explains the difference. Shrinking the LANL2DZ cluster to an edge of 3.35 Å, where $R_{\rm eq}=4.20$ Å, gives 128 Å$^3$ and $\delta=0.84$ Å, so size removes only about half of the 0.59 Å excess over jellium, and $\delta$ measured from $R_{\rm eq}$ itself changes with the edge length. For the all-electron cluster at its minimum, $R_{\rm eq}=4.30$ Å and $\delta=0.53$ Å. Other definitions of the radius are also possible.

The general lesson is that $\delta$ is a small difference of two larger lengths. At fixed $\alpha$, lowering $r_s$ by 0.05 Å raises the $\delta$ of Na$_8$ by $8^{1/3}\times0.05=0.10$ Å. A quoted spill-out length therefore needs its reference radius beside it.

The Na$_8$ value depends strongly on the core potential, as shown above, and leaves out core polarization, thermal motion, other isomers and distortions, larger basis sets and the errors of LDA. It is a computed value, not a measurement. The derivation itself relies on a uniform spherical background, closed shells and a weak static field. With discrete ions, force balance still holds, but it no longer fixes the potential on a sphere, and (\ref{eq:main}) becomes a model for interpreting $\alpha$. The numerical check tests the edge condition, the outside-charge formula and the lower bound for all five jellium spheres.

\section*{Calculated quantities}
\begin{verbatim}
r_s = 2.10 angstrom; functional: LDA (Slater + VWN)
N=8: R = 4.200 angstrom, R^3 = 74.1 angstrom^3
  alpha/(4 pi eps0) = 106.5 angstrom^3, ratio to R^3 = 1.438
  same from outside charge = 106.5 angstrom^3
  delta = 0.541 angstrom, rigid-shift bound = 0.303 angstrom
  spilled fraction N_out/N = 0.1884, outside moment m1 = 0.442 angstrom
  potential at edge/(E R) = -8.0e-05, field at centre/E = 0.607
N=20: R = 5.700 angstrom, R^3 = 185.2 angstrom^3
  alpha/(4 pi eps0) = 253.2 angstrom^3, ratio to R^3 = 1.367
  same from outside charge = 253.2 angstrom^3
  delta = 0.626 angstrom, rigid-shift bound = 0.312 angstrom
  spilled fraction N_out/N = 0.1478, outside moment m1 = 0.538 angstrom
  potential at edge/(E R) = -5.1e-05, field at centre/E = -0.769
N=40: R = 7.182 angstrom, R^3 = 370.4 angstrom^3
  alpha/(4 pi eps0) = 490.7 angstrom^3, ratio to R^3 = 1.325
  same from outside charge = 490.7 angstrom^3
  delta = 0.705 angstrom, rigid-shift bound = 0.323 angstrom
  spilled fraction N_out/N = 0.1237, outside moment m1 = 0.624 angstrom
  potential at edge/(E R) = -3.7e-05, field at centre/E = 0.545
N=58: R = 8.129 angstrom, R^3 = 537.1 angstrom^3
  alpha/(4 pi eps0) = 656.3 angstrom^3, ratio to R^3 = 1.222
  same from outside charge = 656.3 angstrom^3
  delta = 0.562 angstrom, rigid-shift bound = 0.284 angstrom
  spilled fraction N_out/N = 0.0980, outside moment m1 = 0.502 angstrom
  potential at edge/(E R) = -4.2e-05, field at centre/E = 0.344
N=92: R = 9.480 angstrom, R^3 = 852.0 angstrom^3
  alpha/(4 pi eps0) = 1020.0 angstrom^3, ratio to R^3 = 1.197
  same from outside charge = 1019.9 angstrom^3
  delta = 0.586 angstrom, rigid-shift bound = 0.288 angstrom
  spilled fraction N_out/N = 0.0858, outside moment m1 = 0.532 angstrom
  potential at edge/(E R) = -3.5e-05, field at centre/E = -0.426
largest error of translation test = 7.5e-04 (relative)
N=92: delta from m1 and m2 = 0.587 angstrom
mean jellium delta = 0.604 angstrom = 1.14 bohr
range of delta = 0.541 to 0.705 angstrom
largest error of alpha with mean delta = 4.1 percent
error of classical R^3 = 16.5 to 30.5 percent
R = 50 angstrom: enhancement over R^3 = 3.67 percent
Na8 (LDA, LANL2DZ): edge length = 3.72 angstrom
Na8: alpha/(4 pi eps0) = 151.2 angstrom^3 (dipole)
Na8: alpha/(4 pi eps0) = 151.2 angstrom^3 (energy)
Na8: alpha = 1.682e-38 C m^2/V
Na8: ratio to R^3 = 2.041
Na8: delta = 1.128 angstrom = 2.13 bohr
Na8: delta if r_s is 0.05 angstrom smaller = 1.228 angstrom
\end{verbatim}
